\section*{The Generalized Brillouin Theorem and the Super-CI Orbital Update}

\section{Orbitals for a state with several configurations}

When the bond of LiH is stretched to 2.4 angstrom, its two valence electrons are poorly described by one doubly occupied orbital. A second orbital lets them separate. In the STO-3G basis, however, allowing all singlet arrangements of these electrons in the highest occupied and lowest empty Hartree--Fock orbitals lowers the energy by just $-211.7966-(-211.8492)=0.0526$ eV. Reshaping the orbitals for the same type of wave function gains a further 1.212 eV. We therefore need a condition that identifies the best orbitals of a multiconfigurational state, and a way to reach them.

\subsection{The state and its orbital rotations}

Atomic units are used in the algebra, and the constant nuclear repulsion is omitted there. The orbitals are real and orthonormal. With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, which moves an electron from $q$ to $p$, the Hamiltonian is
\begin{equation}
H=\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\,e_{pqrs},\quad
e_{pqrs}=E_{pq}E_{rs}-\delta_{qr}E_{ps}.\label{H}
\end{equation}
The state $|0\rangle=\sum_Ic_I|I\rangle$ is real, normalized and the lowest, nondegenerate CI solution in a fixed set of configurations. Its energy is $E_0$.

Moving $a_{q\tau}$ past $a^\dagger_{r\sigma}$ by the anticommutation rule gives
\begin{equation}
[E_{pq},a^\dagger_{r\sigma}]=\delta_{qr}a^\dagger_{p\sigma}.\label{comm}
\end{equation}
For a real antisymmetric matrix $K$, define
\begin{equation}
\hat\kappa=\sum_{pq}K_{pq}E_{pq}=\sum_{p>q}K_{pq}(E_{pq}-E_{qp}).\label{kappa}
\end{equation}
Let $b^\dagger_r(\lambda)=e^{\lambda\hat\kappa}a^\dagger_re^{-\lambda\hat\kappa}$, with spin suppressed. Differentiation and Eq.~\eqref{comm} give
\begin{equation}
\frac{db_r^\dagger}{d\lambda}=e^{\lambda\hat\kappa}[\hat\kappa,a_r^\dagger]e^{-\lambda\hat\kappa}
=\sum_pb_p^\dagger K_{pr}.
\end{equation}
The solution with $b_r^\dagger(0)=a_r^\dagger$ is $b_r^\dagger(\lambda)=\sum_pa_p^\dagger(e^{\lambda K})_{pr}$. Since $\hat\kappa$ annihilates the vacuum, $e^{\hat\kappa}|0\rangle$ is the same CI expansion written in new orbitals, whose coefficient matrix is
\begin{equation}
C'=Ce^K.\label{orb}
\end{equation}
The matrix $e^K$ is orthogonal because $K^T=-K$, so the new orbitals remain orthonormal.

\subsection{The stationary condition}

At fixed CI coefficients the energy is $E(K)=\langle0|e^{-\hat\kappa}He^{\hat\kappa}|0\rangle$. Multiplying out the exponentials through second order gives
\begin{equation}
E(K)=E_0+\langle H\hat\kappa-\hat\kappa H\rangle
+\langle\tfrac12H\hat\kappa^2+\tfrac12\hat\kappa^2H-\hat\kappa H\hat\kappa\rangle+\cdots,\label{expand}
\end{equation}
where the brackets denote averages in $|0\rangle$. From $E_{pq}^\dagger=E_{qp}$ follows $\hat\kappa^\dagger=-\hat\kappa$. All matrix elements are real, so $\langle\hat\kappa H\rangle=\langle H\hat\kappa^\dagger\rangle=-\langle H\hat\kappa\rangle$, and the linear term is $2\langle H\hat\kappa\rangle$. Define the contracted single excitation
\begin{equation}
|pq\rangle=(E_{pq}-E_{qp})|0\rangle,\qquad p>q.\label{single}
\end{equation}
It is contracted because the excitation acts on the whole CI expansion with its coefficients held in fixed proportion. Equation~\eqref{kappa} now yields
\begin{equation}
g_{pq}=\left.\frac{\partial E}{\partial K_{pq}}\right|_{K=0}=2\langle0|H|pq\rangle.\label{grad}
\end{equation}

Letting the CI coefficients relax does not change this first derivative. The extra contribution is the derivative of the energy with respect to normalized CI variations, times their response to $K$, and the first factor vanishes for a CI solution. Since the numbers $K_{pq}$ with $p>q$ are independent, the energy is stationary to orbital rotations if and only if
\begin{equation}
\langle0|H(E_{pq}-E_{qp})|0\rangle=0\quad\hbox{for every }p>q.\label{gbt}
\end{equation}
This is the generalized Brillouin theorem. It says that $H$ does not couple the optimized state to the changes of state that an infinitesimal orbital rotation can make. It does not forbid coupling to each uncontracted single excitation, and it does not distinguish a minimum from a saddle point.

\subsection{Three kinds of reference state}

For one closed-shell determinant, let $i$ be occupied and $a$ empty. Then $E_{ia}|0\rangle=0$, since $a$ holds no electron, and Eq.~\eqref{gbt} becomes $\langle0|HE_{ai}|0\rangle=0$, the ordinary Brillouin theorem. Rotations among occupied orbitals, or among empty ones, give $|pq\rangle=0$ and impose no condition.

In a complete active space (CAS), inactive orbitals $i$ are full, virtual orbitals $a$ are empty, and the active orbitals $t,u$ carry all arrangements of the active electrons with the chosen spin. Here $E_{it}$, $E_{ia}$ and $E_{ta}$ annihilate $|0\rangle$: they fill a full orbital or empty an empty one. The contracted singles are therefore $E_{ti}|0\rangle$, $E_{ai}|0\rangle$ and $E_{at}|0\rangle$. An active--active rotation produces a state inside the CI space. It is orthogonal to $|0\rangle$ by reality, and within that space $H|0\rangle$ has only the component $E_0|0\rangle$. Its matrix element is zero whatever the orbitals, so this rotation is redundant.

Both terms of the difference matter for an incomplete expansion. Take four electrons in configurations $|r^2s^2\rangle$ with two doubly occupied orbitals and symmetric coefficients $d_{rs}$. Moving one electron of the pair $q^2$ to $p$ gives $\sqrt2$ times the normalized open-shell singlet in $p$ and $q$. Moving one from $p^2$ to $q$ gives the same singlet, while $p^2q^2$ is annihilated by both operators. Hence
\begin{equation}
|pq\rangle=\sqrt2\sum_{r\ne p,q}(d_{qr}-d_{pr})|pq;r^2\rangle.\label{pairs}
\end{equation}
The theorem makes two sums equal; neither has to vanish. An H$_4$ chain with atoms at 0, 0.9, 2.2 and 3.3 angstrom shows this. Its four STO-3G orbitals were optimized for such an expansion from energies alone, without using Eq.~\eqref{gbt}. For orbitals 4 and 3 the separate elements $\langle0|HE_{43}|0\rangle$ and $\langle0|HE_{34}|0\rangle$ are both 0.2577 eV, whereas the largest difference over all pairs is $8\times10^{-8}$ eV.

\subsection{The gradient from density matrices}

The gradient can be evaluated without constructing $|pq\rangle$. Put $D_{pq}=\langle E_{pq}\rangle$ and $d_{pqrs}=\langle e_{pqrs}\rangle$. Equation~\eqref{comm} and its adjoint give
\begin{equation}
[E_{rs},E_{pq}]=\delta_{sp}E_{rq}-\delta_{rq}E_{ps}.\label{ee}
\end{equation}
Applied to each index of $e_{abcd}=\sum_{\sigma\tau}a^\dagger_{a\sigma}a^\dagger_{c\tau}a_{d\tau}a_{b\sigma}$, the same rules give
\begin{equation}
[e_{abcd},E_{pq}]=\delta_{bp}e_{aqcd}-\delta_{aq}e_{pbcd}
+\delta_{dp}e_{abcq}-\delta_{cq}e_{abpd}.\label{e2}
\end{equation}
Because $e_{abcd}=e_{cdab}$, the last two terms contribute as much as the first two when summed with $(ab|cd)$, which cancels the factor $\frac12$ in $H$. With $D_{pq}=D_{qp}$ and $d_{abcd}=d_{badc}$ for a real state,
\begin{align}
\langle[H,E_{pq}]\rangle&=F_{pq}-F_{qp},\\
F_{pq}&=\sum_rh_{pr}D_{qr}+\sum_{rst}(pr|st)d_{qrst}.\label{fock}
\end{align}
Subtracting the expression with $p$ and $q$ exchanged gives $g_{pq}=2(F_{pq}-F_{qp})$. Stationarity thus means that the generalized Fock matrix $F$ is symmetric. For LiH in its Hartree--Fock orbitals, Eq.~\eqref{grad} was tested against finite differences of the energy with relaxed CI; the largest deviation was $3\times10^{-7}$ eV.

\section{The super-CI update}

\subsection{From coefficients to a rotation}

If the orbitals are not optimal, $H$ couples $|0\rangle$ to the contracted singles. Super-CI allows that mixing,
\begin{equation}
|\Psi\rangle=c_0|0\rangle+\sum_{p>q}c_{pq}|pq\rangle,\label{ansatz}
\end{equation}
and diagonalizes $H$ in this space. Redundant rotations and linearly dependent states are removed first. Reality gives $\langle0|pq\rangle=D_{pq}-D_{qp}=0$, but the singles can overlap one another. Define
\begin{equation}
A_{pq,rs}=\langle pq|H-E_0|rs\rangle,\qquad S_{pq,rs}=\langle pq|rs\rangle.
\end{equation}
Let the root be $E_0+\varepsilon$ with $c_0\ne0$, and put $t_{pq}=c_{pq}/c_0$. Projecting $(H-E_0-\varepsilon)|\Psi\rangle=0$ on $\langle0|$ and on $\langle pq|$, dividing by $c_0$ and using Eq.~\eqref{grad}, we obtain
\begin{align}
\varepsilon&=\tfrac12g\cdot t,\label{eps}\\
(A-\varepsilon S)t&=-\tfrac12g.\label{sci}
\end{align}

To first order, $e^{\hat\kappa}|0\rangle=|0\rangle+\sum_{p>q}K_{pq}|pq\rangle$. Comparison with $|\Psi\rangle/c_0$ gives $K_{pq}=t_{pq}$, and Eq.~\eqref{orb} becomes the update
\begin{equation}
C'=Ce^T,\qquad T_{pq}=t_{pq}=-T_{qp}.\label{update}
\end{equation}
A small positive $t_{pq}$ adds $t_{pq}\phi_p$ to orbital $\phi_q$ and subtracts $t_{pq}\phi_q$ from $\phi_p$. The CI problem is then solved again in the new orbitals.

If $g=0$, then $t=0$, $\varepsilon=0$ solves both equations. Conversely, $t=0$ in Eq.~\eqref{sci} requires $g=0$. The fixed points of the update are thus the states that obey the generalized Brillouin theorem. One caution concerns the choice of root: if $A$ has a negative eigenvalue at a stationary point, the lowest root there is a combination of singles with $c_0=0$, and the root to follow is the one containing $|0\rangle$.

\subsection{Why the step goes downhill}

Suppose the lowest root is used and $c_0\ne0$. The trial vector $|0\rangle$ shows that $\varepsilon\le0$. A trial vector $\sum x_{pq}|pq\rangle$ cannot lie below the lowest root either, so $x\cdot(A-\varepsilon S)x\ge0$ for every $x$. Equation~\eqref{eps} gives
\begin{equation}
g\cdot t=2\varepsilon\le0.\label{down}
\end{equation}
If $g\ne0$ the inequality is strict: $\varepsilon=0$ would make $|0\rangle$ a minimizing vector and hence an eigenvector in the super-CI space, which requires $g=0$. A sufficiently short step along $t$ therefore lowers the energy. A full step may overshoot, in which case it is halved until the energy no longer rises.

The length of $t$ needs care because the singles are not normalized. In a CAS, Eq.~\eqref{ee} gives
\begin{align}
\langle0|E_{ta}E_{bu}|0\rangle&=\delta_{ab}D_{tu},\\
\langle0|E_{it}E_{uj}|0\rangle&=\delta_{ij}(2\delta_{tu}-D_{ut}),\label{metric}
\end{align}
while inactive--virtual singles have squared norm 2 and the three classes are mutually orthogonal. A nearly empty active orbital can be rotated into the virtual space with little change of the state, and a nearly full one can be exchanged with an inactive orbital just as cheaply. Such amplitudes may be large, and the equations become singular when an active natural occupation reaches 0 while virtual orbitals are present, or 2 while inactive orbitals are present.

\subsection{What the update leaves out}

The rate of convergence follows from the second-order energy. In Eq.~\eqref{expand}, $\langle\hat\kappa^2H\rangle=\langle H\hat\kappa^2\rangle$ and $-\langle\hat\kappa H\hat\kappa\rangle=\langle\hat\kappa0|H|\hat\kappa0\rangle$, where $|\hat\kappa0\rangle=\hat\kappa|0\rangle$. Since $\langle\hat\kappa^2\rangle=-\langle\hat\kappa0|\hat\kappa0\rangle$, subtracting $E_0$ from $H$ in both terms changes nothing in their sum:
\begin{equation}
E^{(2)}=\langle\hat\kappa0|H-E_0|\hat\kappa0\rangle+\langle0|(H-E_0)\hat\kappa^2|0\rangle
=K\!\cdot\!AK+K\!\cdot\!MK.\label{second}
\end{equation}
This defines the symmetric matrix $M$. Super-CI contains $A$ but not $M$, which vanishes if $|0\rangle$ is an exact eigenstate of $H$.

The CI coefficients also respond. Let $\delta$ be a small CI change orthogonal to $|0\rangle$, $B$ the matrix of $H-E_0$ in that complement, and $b_J=\langle J|[H,\hat\kappa]|0\rangle$. The additional second-order energy is $2b\cdot\delta+\delta\cdot B\delta$. Its minimum, at $\delta=-B^{-1}b$, is
\begin{equation}
-b\cdot B^{-1}b=K\!\cdot\!RK\le0,\label{relax}
\end{equation}
because $B$ is positive for the lowest, nondegenerate CI root. The orbital Hessian $G$ with relaxed CI thus satisfies $\frac12G=A+M+R$.

Let $x$ be a small displacement from a stationary point. To leading order $g=Gx$, and $\varepsilon$ in Eq.~\eqref{sci} can be dropped because it is quadratic in $x$. With $A$ invertible, the step is $t=-(2A)^{-1}Gx$, and the new displacement is
\begin{equation}
x'=x+t=Jx,\qquad J=1-(2A)^{-1}G=-A^{-1}(M+R).\label{J}
\end{equation}
Since $(2A)^{-1}G=1-J$ commutes with $J$, successive steps obey $t'=Jt$ as well. Convergence is linear in general: each step reduces the error by a roughly constant factor. It is faster than linear if $M+R=0$. For positive definite $A$, full steps converge locally when all eigenvalues of $J$ lie between $-1$ and $1$, that is, when $G$ and $4A-G$ are both positive definite.

\section{Stretched LiH}

LiH at 2.4 angstrom has six STO-3G orbitals. One is inactive, two are active with two electrons, and three are virtual, which leaves $1\times2+1\times3+2\times3=11$ nonredundant rotations. The iterations start from Hartree--Fock orbitals. Full results are in the numerical output.

The first step is large. The super-CI root lies 0.448 eV below the CAS energy, the actual fall is 0.266 eV, and the largest amplitude is 1.86, far outside the first-order regime. The metric permits amplitudes of this size without a large change of state. With two active electrons in two orbitals, the natural occupations add to 2, so by Eq.~\eqref{metric} the smallest overlap eigenvalue equals the smaller active occupation. At the start it is 0.0095. An amplitude of 1.86 on a state of that squared norm would have a weight of only $1.86^2\times0.0095=0.033$ relative to $|0\rangle$. The largest amplitude belongs to the rotation of the nearly empty active orbital into the highest virtual orbital, and the total weight of the singles, $t\cdot St$, is 0.034. At convergence the occupations are 1.809 and 0.191: the second orbital, nearly empty at the start, now holds about a fifth of an electron.

In the second step the energy falls by $212.940-212.115=0.825$ eV, more than the 0.601 eV of the super-CI root. The root is a variational energy for the vector $|\Psi\rangle$, not a bound on the energy reached after rotating the orbitals and solving the CI problem again. Nor does the gradient have to shrink at once: the largest coupling $|\langle0|H|pq\rangle|$ rises from 0.33 to 1.04 eV over the first two updates while the energy falls.

Close to convergence the steps follow Eq.~\eqref{J}. Along a normalized late step, $A$ and $M$ were computed directly, the total came from the finite-difference Hessian $G$, and $R$ is the remainder. The half second derivatives are
\begin{equation}
\underbrace{2.339}_{A}\;\underbrace{-\,0.041}_{M}\;\underbrace{-\,0.917}_{R}=1.381\ \hbox{eV}.
\end{equation}
Late steps approach an eigenvector of $J$ with eigenvalue $\rho$. There $Gt=2(1-\rho)At$, so
\begin{equation}
\rho=1-\frac{\frac12t\cdot Gt}{t\cdot At}=1-\frac{1.381}{2.339}=0.410.
\end{equation}
The observed ratio of two successive steps is also 0.410, and the vector relation $t'=Jt$ was tested on them. Most of the missing curvature is CI relaxation. Along this direction the omitted $M$ alone is $0.041/2.339=1.8\%$ of the retained term. The factor 0.41 of this slowest direction therefore comes mainly from updating orbitals and CI coefficients in turn. If the step included $R$ and omitted only $M$, convergence would still be linear, with a smaller factor. For the rotations into the $\pi$ orbitals $R$ vanishes by symmetry, so there $J=-A^{-1}M$.

The same ratio links the predicted and actual energy changes. Near the solution $g=-2At$, so $\varepsilon=-t\cdot At$, while the actual change is
\begin{equation}
\Delta E=g\cdot t+\tfrac12t\cdot Gt=-(1+\rho)\,t\cdot At=(1+\rho)\varepsilon.
\end{equation}
For the step from iteration 5 to 6, $\Delta E=-1.70\times10^{-4}$ eV and $\varepsilon=-1.214\times10^{-4}$ eV. The listed energies fix $\Delta E$ only to about $10^{-6}$ eV, so the ratio, 1.40, is uncertain by about 0.01; it agrees with $1+\rho=1.41$ within 1\%. At this stage the linear law is not yet exact: the largest amplitude shrinks by $2.746/6.917=0.397$ rather than 0.410, after $6.917/18.38=0.376$ one step earlier. The shortfall decreases by about the same factor as the step itself, as expected from the higher-order terms dropped in Eq.~\eqref{J}.

After 22 updates the largest coupling is $5\times10^{-9}$ eV. The last listed step scale is zero because the convergence criterion has been met and no further rotation is made. The smallest eigenvalue of $G$ is 2.49 eV, so the point is a local minimum for all 11 rotations, which Eq.~\eqref{gbt} alone could not establish. The energy is $-213.0616$ eV ($-7.82987$ hartree), and a separate CASSCF optimizer gives the same value. It lies 0.021 eV above full CI in the same basis. That difference measures the correlation missing from the small active space; the error of the STO-3G basis itself is not included.

\section*{Values computed for the example and the checks}
\begin{verbatim}
LiH distance: 2.40 angstrom; basis STO-3G
Orbitals: 6; determinants: 225; rotations: 11
RHF energy: -211.796604 eV
CAS energy in RHF orbitals: -211.849176 eV
Converged CASSCF energy: -213.061644 eV
Converged CASSCF energy: -7.82987101 hartree
Separate optimizer energy: -213.061644 eV
Full-CI energy, same basis: -213.082342 eV
Orbital optimization gain: 1.212468 eV
CASSCF minus full CI: 0.020697 eV
Largest RHF Brillouin element: 8.39e-09 eV
Gradient formula minus differences: 3.09e-07 eV
Smallest initial overlap eigenvalue: 0.009464 (no unit)
Iteration | energy/eV | super-CI root shift/eV | max |t| | max |<0|H|pq>|/eV | step scale
  0 | -211.849176 | -4.481e-01 | 1.862e+00 | 3.292e-01 | 1.0000
  1 | -212.115408 | -6.011e-01 | 8.876e-01 | 1.010e+00 | 1.0000
  2 | -212.939976 | -9.417e-02 | 8.971e-02 | 1.041e+00 | 1.0000
  3 | -213.050717 | -7.009e-03 | 5.445e-02 | 1.522e-01 | 1.0000
  4 | -213.060305 | -8.129e-04 | 1.838e-02 | 4.688e-02 | 1.0000
  5 | -213.061441 | -1.214e-04 | 6.917e-03 | 1.898e-02 | 1.0000
  6 | -213.061611 | -1.953e-05 | 2.746e-03 | 7.735e-03 | 1.0000
 22 | -213.061644 | -7.539e-18 | 1.696e-09 | 4.852e-09 | 0.0000
First actual energy change: -0.266232 eV
Number of orbital updates: 22
Active natural occupations: 1.808797, 0.191203 electrons
Largest pi coefficient in active orbitals: 3.83e-16 (no unit)
Late step index: 15
Observed late step ratio: 0.409699 (no unit)
Predicted late step ratio: 0.409700 (no unit)
Largest |eigenvalue| of step matrix, all symmetries: 0.409701 (no unit)
Smallest relaxed Hessian eigenvalue: 2.489343 eV
Half second derivatives along the normalized late step:
  kept by super-CI: 2.338960 eV
  omitted double-rotation term: -0.040940 eV
  CI relaxation: -0.917333 eV
  relaxed total: 1.380687 eV
H4 positions: 0.0, 0.9, 2.2, 3.3 angstrom; basis STO-3G
H4 pair-CI energy in RHF orbitals: -58.401678 eV
H4 pair-CI energy, optimized: -59.301207 eV
H4 selected orbital pair p,q (count from 1): 4, 3
H4 <0|H E_pq|0>: 0.25769551 eV
H4 <0|H E_qp|0>: 0.25769550 eV
H4 largest difference over all pairs: 7.83e-08 eV
\end{verbatim}
